# The Helmholtz Relation for a Polar Monolayer on Silicon, part 1

(Sections cited here and not found follow in the second part.)

## The potential step across a polar layer

Anyone who estimates how far a polar termination shifts the work function of silicon must decide which dipole moment to multiply by the density of groups. A calculation on one isolated group gives one value. In the finished layer each group also feels the field of its neighbours. The normal components of the dipoles weaken one another, and in the model used here the value is smaller. It must also be decided whether a permittivity belongs in the formula. For the model layer evaluated in the second half, the isolated dipole gives a change of $-0.055$ hartree and the dipole of the finished layer gives $-0.035$ hartree. The derivation settles the choice, because it shows which charge density enters.

### Charges, signs and the average over the surface

Hartree atomic units are used: the elementary charge is $e=1$, the electron has charge $-1$, and $4\pi\varepsilon_0=1$. The $z$ axis points from the silicon into the vacuum.

Two surfaces are compared, a reference surface and the same surface carrying the polar layer. Let $\rho(x,y,z)$ be the difference of their charge densities, covered minus reference, with all electrons and nuclei counted. Let $V(x,y,z)$ be the difference of their electrostatic potentials. Poisson's equation is linear, so the differences obey it too:

$$
\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial y^2}+\frac{\partial^2}{\partial z^2}\right)V=-4\pi\rho .
\tag{1}
$$

No permittivity appears here. The response of the electrons, which a permittivity would describe, is already part of $\rho$.

Three assumptions are made. The difference density is periodic along the surface, with a cell of area $A$. It vanishes outside a range $z_1<z<z_2$, so that the silicon below $z_1$ is the same in both cases. Its total charge per cell is zero. Long-ranged space charge in the semiconductor is set aside for the moment and is added in the second half.

Denote the average over the surface cell by a bar,

$$
\bar\rho(z)=\frac1A\int_{\rm cell}\rho\,dx\,dy,\qquad
\bar V(z)=\frac1A\int_{\rm cell}V\,dx\,dy .
\tag{2}
$$

When Eq. (1) is averaged in this way, the two lateral derivatives drop out. The integral of $\partial^2V/\partial x^2$ across the cell is the difference of $\partial V/\partial x$ between opposite edges, and periodicity makes the two edge values equal. The same holds for $y$. What remains is an equation in one variable,

$$
\frac{d^2\bar V}{dz^2}=-4\pi\bar\rho(z).
\tag{3}
$$

### How far out the average suffices

An electron outside the surface feels $V$, not $\bar V$. To see when the two agree, expand the potential in lateral Fourier components $V_{\mathbf G}(z)\,e^{i\mathbf G\cdot\mathbf r}$, where $\mathbf r=(x,y)$ and $\mathbf G$ runs over the reciprocal vectors of the surface lattice. Above all the charges, Eq. (1) gives for each component

$$
\frac{d^2V_{\mathbf G}}{dz^2}=G^2V_{\mathbf G},
\qquad V_{\mathbf G}\propto e^{-Gz}\quad(G\neq0).
\tag{4}
$$

The growing solution $e^{+Gz}$ is discarded because the potential must stay bounded. Each lateral variation therefore dies out exponentially, and the component with the smallest $G$ reaches farthest.

For a hexagonal lattice of spacing $s$, neighbouring rows of sites are $\sqrt3\,s/2$ apart. The longest lateral wave that has the same phase on all rows has this distance as its wavelength, so

$$
G=\frac{2\pi}{\sqrt3\,s/2}=\frac{4\pi}{\sqrt3\,s}.
\tag{5}
$$

Going from a height $s$ to $1.5s$ should then reduce the variation by $e^{-Gs/2}=0.02658$. A direct Coulomb sum over upright charge pairs gives $0.02656$ for the difference between a position above a site and one above a hollow.

The size of the variation can be derived as well. Take charges $q$ at the lattice sites in a plane $z=z_0$, with $N$ sites per area. With the origin of $\mathbf r$ on a site, each Fourier component of their surface density is $Nq$. The component of the potential has the form $c\,e^{-G|z-z_0|}$. Its slope jumps by $-2Gc$ at the plane, and Poisson's equation requires a jump of $-4\pi Nq$. Hence $c=2\pi Nq/G$. For upright pairs with $+q$ at $z=\ell/2$ and $-q$ at $z=-\ell/2$, the two contributions above the layer add to

$$
V_{\mathbf G}(z)=\frac{2\pi Nq}{G}\left(e^{G\ell/2}-e^{-G\ell/2}\right)e^{-Gz}
\;\longrightarrow\;2\pi Nq\ell\,e^{-Gz}\quad(G\ell\ll1),
\tag{6}
$$

since the bracket tends to $G\ell$. There are six shortest vectors $\mathbf G$. Above a site each has phase factor 1, which gives the sum 6. A hollow is the centre of a triangle of sites and lies one third of the row separation from a row. The phases are then $\pm2\pi/3$, and the sum is $6\cos(2\pi/3)=-3$. The site–hollow difference is $9\times2\pi Nq\ell\,e^{-Gz}$. Relative to $4\pi Nq\ell$, which will turn out to be the full step, it is $4.5\,e^{-Gz}$. At $z=s$ this equals $4.5\times0.02658^2=3.18\times10^{-3}$. The Coulomb sum gives $3.32\times10^{-3}$. The excess has the expected sign: for pairs of finite length the bracket in Eq. (6) is $2\sinh(G\ell/2)$, which is larger than $G\ell$.

One spacing above this layer of upright pairs, the potential is thus uniform to within a few thousandths of the step. Over a surface with large patches of different coverage, small values of $G$ occur as well, and each patch keeps its own local potential only at heights small compared with its width. At heights comparable with the width, the potentials of neighbouring patches have largely blended.

### Two integrations

The field averaged over the surface is $F(z)=-d\bar V/dz$. Equation (3) says $dF/dz=4\pi\bar\rho$. Assume that the layer creates no field in the silicon below it, $F(z_1)=0$. Then

$$
F(z)=4\pi Q(z),\qquad Q(z)=\int_{z_1}^{z}\bar\rho(z')\,dz' .
\tag{7}
$$

The quantity $Q(z)$ is the charge per area below height $z$. Neutrality means $Q(z_2)=0$, so the field vanishes above the layer too. The potential is flat on both sides, and its step is

$$
\bar V(z_2)-\bar V(z_1)=-\int_{z_1}^{z_2}F\,dz=-4\pi\int_{z_1}^{z_2}Q(z)\,dz .
\tag{8}
$$

Integrate by parts, using $dQ/dz=\bar\rho$:

$$
\int_{z_1}^{z_2}Q\,dz=\Big[zQ\Big]_{z_1}^{z_2}-\int_{z_1}^{z_2}z\,\bar\rho\,dz
=-\int_{z_1}^{z_2}z\,\bar\rho\,dz .
\tag{9}
$$

The boundary term is zero because $Q$ vanishes at both ends, at $z_1$ by definition and at $z_2$ by neutrality. Inserting Eq. (9) into Eq. (8) turns the minus sign into a plus:

$$
\bar V(z_2)-\bar V(z_1)=4\pi P,\qquad P=\int_{z_1}^{z_2}z\,\bar\rho(z)\,dz .
\tag{10}
$$

$P$ is the normal dipole moment per area. Moving the origin of $z$ by $z_0$ changes it by $-z_0\int\bar\rho\,dz=0$, so it needs no special choice of origin. The detailed shape of the charge distribution has disappeared; its first moment alone remains. As a test, Poisson's equation was solved numerically for three overlapping Gaussian charge layers of different widths. The step was $1.256637$ hartree$/e$, equal to the value of Eq. (10) in all printed digits.

With $N$ groups per area, define the normal dipole per group by $P=N\mu$. It is positive when the positive end faces the vacuum. For a rigid group with dipole magnitude $m$, tilted by an angle $\theta$ from the normal,

$$
\mu=m\cos\theta .
\tag{11}
$$

The lateral part of the dipole has no moment along $z$ and drops out of $P$. This was tested by summing the Coulomb potentials of tilted charge pairs on discs of a hexagonal lattice and extrapolating to infinite radius. The sum and the formula $4\pi N\mu$ both give $0.055103$ hartree$/e$.

### What the boundary conditions contribute

If the layer carries a net charge $\sigma$ per area, Eq. (7) leaves a field $4\pi\sigma$ above it. The outer potential then has a slope and no single value, and Eq. (10) cannot be used until the compensating charge has been included.

A calculation in a periodically repeated cell of length $L$ along $z$ replaces the condition $F(z_1)=0$ by the requirement that $\bar V$ return to its value after a distance $L$. For a given charge density, the solution differs from the one above by a linear term $cz$. The requirement $4\pi P+cL=0$ gives $c=-4\pi P/L$. An artificial field $4\pi P/L$ thus runs through the cell. Before the vacuum potential on the polar side is read off, this field must be removed by a dipole correction, or avoided by using a symmetric slab with the same layer on both faces.

A real sample has a finite width. Consider a disc of radius $R$ with normal dipoles, and a point on its axis at height $h$, large compared with the spacing of the groups. A dipole at distance $r$ from the axis contributes $\mu h/(r^2+h^2)^{3/2}$. The sum over the disc is

$$
V(h)=\int_0^R\frac{N\mu h\,2\pi r\,dr}{(r^2+h^2)^{3/2}}
=2\pi N\mu\left(1-\frac{h}{\sqrt{R^2+h^2}}\right).
\tag{12}
$$

The potential at $-h$ is the negative of this. For $h\ll R$ the difference is $4\pi N\mu$, in agreement with Eq. (10). For $h\gg R$, expanding the square root gives $V\approx\pi R^2N\mu/h^2$, the potential of one dipole of total moment $\pi R^2N\mu$, which vanishes at infinity. The step therefore belongs to the region just outside the surface: several spacings away, but close compared with the width of the sample.

### From potential to work function

An electron has charge $-1$, so its potential energy is $-V$. The energy $E_{\rm vac}$ of an electron at rest just outside changes, relative to the silicon below the layer, by

$$
\Delta E_{\rm vac}=-4\pi N\mu .
\tag{13}
$$

A layer with its positive ends outward lowers this energy. An electron that leaves the solid crosses from the negative to the positive side of the layer, and the field helps it out.

In SI units, the factor $4\pi$ in Poisson's equation is replaced by $1/\varepsilon_0$, and the electron charge is $-e$. The same steps give

$$
\Delta E_{\rm vac}=-\frac{eN\mu}{\varepsilon_0}.
\tag{14}
$$

A dipole of 1 debye at a density of $10^{14}\ {\rm cm^{-2}}$ corresponds to a step of $0.3767$ V.

For a semiconductor, Eq. (13) is not yet the change of the work function. Let $E_{\rm F}$ be the Fermi level, $E_{\rm C}$ the conduction-band edge in the bulk, and $E_{\rm C}+B$ the edge just below the surface. $B$ is the band bending, positive when the bands rise toward the surface. The electron affinity $\chi$ is measured from the edge at the surface, $\chi=E_{\rm vac}-(E_{\rm C}+B)$. Therefore

$$
\Phi=E_{\rm vac}-E_{\rm F}=\chi+(E_{\rm C}-E_{\rm F})+B .
\tag{15}
$$

Doping and temperature fix the middle term. The dipole layer shifts $E_{\rm vac}$ relative to the silicon directly below it, so Eq. (13) is the change of $\chi$. Taking differences in Eq. (15) gives

$$
\boxed{\;\Delta\Phi=-4\pi N\mu+\Delta B\;}
\tag{16}
$$

The Helmholtz relation in its usual form, without the last term, holds for a semiconductor when the termination leaves the band bending unchanged.

## Evaluation for a layer on silicon

In this half, $N$ is the number of polar groups per area and $\mu$ the normal dipole of one group in the finished layer, positive when the positive end points to the vacuum. $\Phi$ is the work function and $B$ the upward band bending, both energies. Equation (16) reads $\Delta\Phi=-4\pi N\mu+\Delta B$ in atomic units. It remains to find $N$ from the silicon lattice, $\mu$ from the dipole $\mu_0$ of an isolated group, and the size of $\Delta B$.

### The density of sites on Si(111)

Silicon consists of two face-centred cubic lattices with cube edge $a$. The four bonds of an atom on one of them point along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each times $a/4$. Their components along the unit vector $(1,1,1)/\sqrt3$ are $\sqrt3a/4$ for the first and $-a/(4\sqrt3)$ for the other three. If the crystal ends so that the three lower bonds are kept, each outer atom has one free bond, and it points along the surface normal. One group per outer atom saturates the surface. The surface is assumed to be unreconstructed.

The outer atoms form one (111) plane of a face-centred cubic lattice. Nearest neighbours in it are separated by vectors such as $(a/2)(1,-1,0)$, whose length is $s=a/\sqrt2$. They form a hexagonal lattice with area $\sqrt3s^2/2$ per site, the base $s$ times the row separation $\sqrt3s/2$. Hence

$$
N=\frac{2}{\sqrt3\,s^2}=\frac{4}{\sqrt3\,a^2}.
\tag{17}
$$

With $a=10.26314$ bohr, the spacing is $s=7.2571$ bohr and

$$
N=\frac{4}{\sqrt3\,(10.26314)^2}=0.021925\ {\rm bohr^{-2}} .
$$

Counting lattice points inside a large circle gives $0.021919\ {\rm bohr^{-2}}$. The two values agree within the tolerance set for a count with a finite boundary.

The work-function change follows from the normal dipole per area of the actual charge density, with no permittivity, plus any change in band bending, and the site density on Si(111) is now known. What remains is to find the dipole of a group in the finished layer from that of an isolated group, and to estimate the band bending.
